# Choosing the innermost knot and cavity radius for spline Bethe logarithms

## What goes wrong with careless settings

A Bethe logarithm computed in a B-spline basis can give a mean excitation energy that is 1.5 percent below its converged value while its sum rule looks perfect. For a 1s electron in a Coulomb potential screened over 5 Å, an innermost knot at 0.0625 Å lowers \(\ln k_0\) by 0.0151. The mean excitation energy \(k_0\), about 270 eV, is then too low by about 4 eV. The sum rule gives no warning, because the basis has the right total weight and puts part of it at the wrong energies.

A second setting can do worse. If the intermediate p functions are forced to vanish at the wall of a 2 Å cavity, and the last knot gap is 0.02 Å, the denominator of the logarithm comes out 4.5 times its proper value. Halving that gap twice raises the factor to 7.9 and then to 14.8.

Three choices matter: the innermost knot \(r_1\), the cavity radius \(R\), and the conditions placed on the p functions at the two ends.

## The quantity and its radial form

Atomic units are used in the algebra. The electron moves nonrelativistically in

\[
V(r)=-\frac{Z e^{-\mu r}}{r},
\]

with a static point source and screening length \(1/\mu\). For an s state \(n\), with \(\Delta_m=E_m-E_n\),

\[
\ln k_0=\frac ND,\qquad
N=\sum_m|\langle m|\mathbf p|n\rangle|^2\Delta_m\ln\Delta_m,\qquad
D=\sum_m|\langle m|\mathbf p|n\rangle|^2\Delta_m .
\]

The sums include the continuum, which the basis replaces by discrete levels. I assume that no p level lies below \(E_n\). A degenerate p level, as for Coulomb 2s, contributes zero. This logarithm is one ingredient of a Lamb shift, not the whole shift.

Write \(\psi_n=\chi(r)/\sqrt{4\pi}\) and \(u=r\chi\), with \(\int u^2dr=1\). Then \(\partial_i\psi_n=\hat r_i\chi'/\sqrt{4\pi}=Y_{1i}\chi'/\sqrt3\), where \(Y_{1i}\) are the real p harmonics. Summing the squared matrix elements over the three directions cancels the factor \(1/3\). One radial function remains:

\[
g=r\chi'=u'-\frac ur .
\]

With \(H=-\tfrac12 d^2/dr^2+1/r^2+V-E_n\), the p-wave Hamiltonian measured from \(E_n\),

\[
N=\langle g|H\ln H|g\rangle,\qquad D=\langle g|H|g\rangle .
\]

## The sum rule, including the wall

The s equation is \(u''=2(V-E_n)u\). Differentiating \(g\) twice gives

\[
g'=u''-\frac gr,\qquad
g''=u'''-\frac{u''}{r}+\frac{2g}{r^2}.
\]

Inserting \(u'''=2V'u+2(V-E_n)u'\) yields

\[
g''=2V'u+2(V-E_n)g+\frac{2g}{r^2},
\qquad\text{so}\qquad Hg=-V'u .
\]

In a cavity \(D\) is the quadratic form \(\int_0^R[\tfrac12g'^2+g^2/r^2+(V-E_n)g^2]dr\). Integrating the first term by parts, with \(g(0)=0\), gives

\[
D=\tfrac12g(R)g'(R)-\int_0^R gV'u\,dr .
\]

The s state obeys \(u(R)=0\), hence \(u''(R)=0\), \(g(R)=u'(R)\) and \(g'(R)=-u'(R)/R\). In the integral, \(gu=\tfrac12r^2(\chi^2)'\). A further integration by parts uses \(r^2V'\to Z\) at the origin and \(\chi(R)=0\):

\[
-\int_0^R gV'u\,dr=\tfrac12Z\chi(0)^2+\tfrac12\int_0^R(r^2V')'\chi^2dr .
\]

Since \((r^2V')'=r(rV)''=-Z\mu^2re^{-\mu r}\),

\[
D=\underbrace{\tfrac12Z\chi(0)^2-\tfrac12Z\mu^2\!\int_0^R\!\frac{u^2e^{-\mu r}}r dr}_{\frac12\langle\nabla^2V\rangle}-\frac{u'(R)^2}{2R}.
\]

The first part is called the half Laplacian in the numerical output. The last term vanishes for a large cavity. For a pure Coulomb potential in free space, \(D=\tfrac12Z\chi(0)^2\).

## Why the innermost knot matters

Near the origin put \(u=\chi(0)(r+ar^2+\dots)\). The s equation at order \(r^0\) gives \(2a=-2Z\), so

\[
g=Ar+\dots,\qquad A=-Z\chi(0).
\]

Regular p waves start as \(r^2\). A function that starts as \(r\) therefore needs high momenta to be built from them. The free wave \(g=Are^{-r}\) shows how many. Its overlap with the normalized wave \(\sqrt{2/\pi}\,kr\,j_1(kr)\) is

\[
\sqrt{\frac2\pi}\,\frac{2Ak^2}{(1+k^2)^2}\;\longrightarrow\;\sqrt{\frac2\pi}\,\frac{2A}{k^2}.
\]

Squaring and multiplying by \(k^2/2\) gives a density \(4A^2/(\pi k^2)\) in \(D\). The part above momentum \(K\) is \(4A^2/(\pi K)\). A smallest knot \(r_1\) resolves momenta up to a multiple of \(1/r_1\), so a weight proportional to \(r_1\) is treated badly.

### The error has a known sign

For \(x>0\), multiply \(\ln x=\int_0^\infty dt\,[1/(1+t)-1/(x+t)]\) by \(x\):

\[
x\ln x=\int_0^\infty dt\left[\frac{x}{1+t}-1+\frac{t}{x+t}\right].
\]

Replace \(x\) by \(H\) and take the expectation value in \(g\). If \(g\) lies in the basis, the first two terms are reproduced. The third obeys

\[
\langle g|(H+t)^{-1}|g\rangle=\max_v\,[\,2\langle v|g\rangle-\langle v|H+t|v\rangle\,],
\]

and a basis restricts the choice of \(v\), which can only lower the maximum. Hence \(D\) is right and \(N\) is too small. Adding knots while keeping the old ones enlarges the space and raises \(N\). In practice \(g\) lies in the spline space up to a small approximation error, so the bound holds to that accuracy.

### The error is linear in \(r_1\)

Take knots at \(0,r_1,qr_1,q^2r_1,\dots\) with fixed ratio \(q\) and fixed spline degree. With \(r=r_1x\) the knots near the origin look the same for every \(r_1\). There \(H\approx r_1^{-2}h\), with \(h=-\tfrac12d^2/dx^2+1/x^2\); the potential is smaller by a factor of order \(Zr_1\). The factors \(g^2dr=A^2r_1^3x^2dx\) and \(r_1^{-2}\) combine to \(A^2r_1\). Writing \(\delta\) for the basis value minus the true value,

\[
\delta N=A^2r_1\left[\delta\langle x|h\ln h|x\rangle-2\ln r_1\;\delta\langle x|h|x\rangle\right].
\]

If the basis contains the function \(x\), the second difference vanishes and no logarithm survives. The first is a pure number, called \(-c\). To leading order,

\[
\delta\ln k_0=-\frac{c\,Z^2\chi(0)^2}{D}\,r_1
\quad\longrightarrow\quad -2cZr_1\ \text{ for a pure Coulomb potential.}
\]

The number \(c\) depends on knot ratio and degree, not on state, charge or screening. It can therefore be measured on the free wave \(g=re^{-r}\) with \(E_n=-\tfrac12\), where the overlap above gives

\[
N=\frac4\pi\int_0^\infty\frac{k^4}{(1+k^2)^3}\ln\frac{1+k^2}{2}\,dk .
\]

For degree 7 and four knots per doubling of the radius, \(c=0.0636\). The Coulomb formula then predicts a slope of \(2\times0.0636=0.127\) per bohr for \(Z=1\). With 0.529 Å per bohr this is 0.240 per Å. The screened 1s and 2s states have measured slopes of 0.2408 and 0.2412 per Å, and 1s with \(Z=2\) has 0.4807. The slight excess over the Coulomb value comes from screening, which lowers \(D\) relative to \(\chi(0)^2\). With the computed \(D\) inserted, prediction and measurement agree to about \(10^{-5}\) per Å.

### Keep the spline that is linear in \(r\)

It may seem natural to impose the regular behaviour \(r^2\) on the p basis by removing its first nonzero spline. The function \(x\) is then missing near the origin, and both differences in the scaling formula survive. For \(A=1\),

\[
\delta D=d\,r_1,\qquad \delta N=r_1(a-2d\ln r_1).
\]

Reducing \(r_1\) by four must change \(\delta N/r_1\) by \(4d\ln2\). The free wave gives \(d=-0.0802\), hence a predicted change of \(-0.222\), which is what the calculation shows. At \(r_1=2^{-12}\) Å, \(\delta N/r_1\) is \(-1.79\), against \(-0.064\) with the linear spline kept. The error of \(N\) is 28 times larger, and a linear extrapolation no longer removes it.

## What to set for the innermost knot

Keep \(q\) fixed and add knots inward. The cost is logarithmic: at four knots per doubling, a factor of ten in \(r_1\) takes about 13 more knots. Even so, reaching an error of \(10^{-6}\) in \(\ln k_0\) by brute force would need \(r_1=10^{-6}/0.241\approx4\times10^{-6}\) Å for \(Z=1\). Extrapolation is cheaper. From \(L(r_1)=L-sr_1\) and \(L(r_1/2)=L-sr_1/2\),

\[
L=2L(r_1/2)-L(r_1),
\]

and for two runs whose innermost knots differ by a factor of four, \(L=[4L(r_1/4)-L(r_1)]/3\).

Apply the second form to the two coarsest runs for 5 Å screening, with \(r_1=0.0625\) and 0.0156 Å:

\[
\ln\frac{k_0}{\mathrm{Ry}}=\frac{4(2.9847375)-2.9734384}{3}=2.988504 .
\]

The converged value is 2.988501. Two runs with errors of 0.015 and 0.004 thus give a result good to \(3\times10^{-6}\). Both runs must use the same \(q\) and degree, since \(c\) depends on them. For larger \(Z\), reduce \(r_1\) as \(1/Z\) to keep the leading error fixed in the Coulomb limit.

The law assumes a point source. If the potential is smooth and finite at the origin, \(\chi=\chi(0)(1+br^2+\dots)\) and \(g\) starts as \(r^2\). The linear error then disappears once \(r_1\) is well inside the source.

### Arithmetic for very small knots

The highest spline energies grow as \(r_1^{-2}\). An inverted eigenproblem replaces them by eigenvalues that stay bounded. With overlap matrix \(S\) and p-wave Hamiltonian matrix \(F\), measured from the usual zero of energy, solve

\[
Sv=\lambda Bv,\qquad B=F+\sigma S,\qquad v^{T}Bv=1,
\]

where \(\sigma\) is large enough to make \(B\) positive. Then \(\lambda=1/(E_m+\sigma)\) and \(\Delta_m=1/\lambda-\sigma-E_n\). Since \(v^TSv=\lambda\), the normalized level is \(v/\sqrt\lambda\). If \(y\) holds the spline coefficients of \(g\),

\[
\langle m|g\rangle=\frac{v^TSy}{\sqrt\lambda}=\sqrt\lambda\,v^TBy,
\]

and the contribution to \(D\) is \(\lambda(v^TBy)^2\Delta_m\). This form avoids dividing a tiny overlap by a tiny \(\lambda\).

## What the cavity does

### The s state at the wall

Let \(u(r;E)\) be the solution regular at the origin and \(w=\partial u/\partial E\). Differentiating the s equation gives \(-\tfrac12w''+(V-E)w=u\). Multiply by \(u\), integrate, and use the equation for \(u\):

\[
1=\int_0^Ru^2dr=\tfrac12\,[u'w-uw']_0^R=\tfrac12u'(R)w(R).
\]

The wall condition \(u(R;E)=0\) must persist when \(R\) changes, so \(u'(R)dR+w(R)dE=0\) and

\[
\frac{dE_n}{dR}=-\tfrac12u'(R)^2 .
\]

Far out, where \(V\) is negligible, \(u\propto e^{-\kappa r}-e^{-2\kappa R+\kappa r}\) with \(\kappa=\sqrt{-2E_n}\). Thus \(u'(R)^2\propto e^{-2\kappa R}\), and integration gives an energy shift of \(u'(R)^2/(4\kappa)\).

The wall term in \(D\) is also proportional to \(u'(R)^2\). This suggests \(u'(R)^2/\kappa^3\), which is dimensionless, as a measure of the error in \(\ln k_0\). The argument does not fix the factor in front, which may vary slowly with \(R\). For 5 Å screening and 1s:

| \(R\) (Å) | error of \(\ln k_0\) | \(u'(R)^2/\kappa^3\) |
|---|---|---|
| 2.83 | \(-6.4\times10^{-4}\) | \(9.8\times10^{-3}\) |
| 4.00 | \(-3.7\times10^{-5}\) | \(3.0\times10^{-4}\) |
| 5.66 | \(-2.7\times10^{-7}\) | \(1.6\times10^{-6}\) |

The errors are relative to a 32 Å cavity with the same \(r_1\). Their ratio to the measure rises from 0.07 to 0.18 and is still rising slowly, to 0.21 at 7.3 Å. For 2s at the same screening it lies between 0.02 and 0.04 for radii of 12 to 24 Å. In these cases the measure is a cautious estimate rather than a proportionality.

Between 8 and 11.3 Å, \(u'(R)^2\) decays at 3.31 per Å, while \(2\kappa=3.39\) per Å. About half of the difference is physical: the attractive tail of \(V\) lowers the local decay constant \(\sqrt{\kappa^2+2V}\). The other half comes from the coarse outer knots. With eight knots per doubling instead of four, the rate is 3.35 per Å.

### The p functions at the wall

The s state vanishes at the wall, but \(g(R)=u'(R)\) does not. Suppose the p functions are forced to zero there. At high momentum they are \(\sqrt{2/R}\,\sin kr\), up to a phase, with spacing \(\pi/R\) in \(k\). Integration by parts gives a squared overlap \(2g(R)^2/(Rk^2)\) from the wall. Multiplied by \(k^2/2\), each level adds

\[
\frac{g(R)^2}{R}
\]

to \(D\), however high it lies. There are about \(KR/\pi\) levels up to momentum \(K\), so the sum grows as \(g(R)^2K/\pi\). A last knot gap \(h\) sets \(K\propto1/h\), and \(D\) diverges as \(u'(R)^2/h\).

If the p functions are left free at the wall, the variational problem itself selects levels with zero slope there. The boundary term with \(g(R)\) then drops out, and the next one makes the overlap fall as \(1/k^2\). The contributions to \(D\) fall as \(1/k^2\), and their sum converges even with the extra logarithm in \(N\).

The 2 Å cavity shows both cases. Halving the last gap from 0.0099 to 0.0050 Å multiplies the forced-zero excess of \(D\) over the half Laplacian by 1.997. With a free end, \(D\) stays at 0.9958 of the half Laplacian, as the sum rule with its wall term requires. The free-end logarithm changes by \(6\times10^{-7}\) in the same step.

A forced zero is harmless when \(R\) is so large that \(u'(R)^2/h\) is negligible. The order of limits matters: enlarge the cavity first, then refine near the wall. With a free end this precaution is unnecessary. The free end has its own cost: it lowers the p levels while the wall raises the s level, so in a small cavity a p level can fall below an excited s state. At 5 Å screening the lowest p level lies 0.22 eV below 2s for \(R=6\) Å and 0.05 eV above it for \(R=8\) Å. For Coulomb 2s it lies below by 0.02 eV at 8 Å and by about \(10^{-7}\) eV at 16 Å. The order of the levels must therefore be checked for the radius in use as well as for the potential.

## What to set for the cavity

Choose \(R\) from the binding energy of the weakest bound state required. For 5 Å screening the 1s and 2s energies are \(-10.94\) and \(-1.275\) eV. Since \(\kappa\propto\sqrt{|E_n|}\), the 2s cavity must be larger by

\[
\sqrt{10.94/1.275}=2.93
\]

for the same exponential factor. The weakest case considered, 2s at 2.5 Å screening, is bound by 0.260 eV. Scaling from \(\kappa=1.695\) per Å gives \(\kappa=1.695\sqrt{0.260/10.94}=0.261\) per Å. A radius of 64 Å then gives \(2\kappa R=33.4\), so the exponential factor is about \(3\times10^{-15}\). The prefactor is about 50, which makes \(u'(R)^2/\kappa^3\) about \(1.5\times10^{-13}\), still negligible.

Near the threshold where the state unbinds, \(\kappa\to0\) and no fixed radius suffices. A cavity still returns a discrete level beyond that threshold, but it no longer represents a bound state.

## Reading the screened results

With \(Z=1\), a 64 Å cavity and extrapolation from \(r_1=2^{-11}\) and \(2^{-12}\) Å:

| Screening length (Å) | 1s \(\ln(k_0/\mathrm{Ry})\) | 2s \(\ln(k_0/\mathrm{Ry})\) |
|---|---|---|
| none | 2.98413 | 2.81177 |
| 10 | 2.98529 | 2.81641 |
| 5 | 2.98850 | 2.82795 |
| 2.5 | 3.00001 | 2.86557 |

The conversion to energy for 1s at 5 Å is \(k_0=13.6057\,e^{2.98850}=270.15\) eV. At 2.5 Å the 1s binding energy has dropped from 13.61 to 8.66 eV, yet \(k_0\) has risen from 269.0 to 273.3 eV, by 1.6 percent.

The weak response of \(k_0\) follows from the expansion

\[
V=-\frac Zr+Z\mu-\tfrac12Z\mu^2r+\dots
\]

The term linear in \(\mu\) is a constant. It shifts all levels equally and leaves every \(\Delta_m\) and every wave function unchanged, so \(\ln k_0\) changes first at order \(\mu^2\). Halving the screening length should then multiply the change by four when screening is weak. For 1s the changes are 0.00116, 0.00437 and 0.01588, with ratios 3.8 and 3.6. For 2s the ratios are 3.5 and 3.3: the wider orbit feels the higher orders sooner. The upward direction of the change is a computed result, not a consequence of this expansion.

Two independent checks support the values. The Coulomb 1s logarithm agrees with a direct sum and integral over analytic oscillator strengths to \(4\times10^{-10}\). At 5 Å screening, a cavity-free basis of exponentials gives 1s and 2s values lower by \(7\times10^{-7}\) and \(5\times10^{-7}\). A lower value is what the variational bound leads one to expect from a basis with a finite largest exponent.

For a new potential, first check that no p level lies below the chosen state. If one does, \(\ln|\Delta_m|\) replaces \(\ln\Delta_m\), and the proof that the result rises with added knots no longer applies. Then vary \(r_1\), \(R\) and \(q\) separately, because agreement of \(D\) with its sum rule does not test how the weight is distributed in energy.

## Table of computed values

```
spline degree 7, knots per doubling 4
knot ratio 1.18921
Coulomb 1s ln(k0/Ry), oscillator strengths 2.98412856
Coulomb 1s ln(k0/Ry), splines 2.98412856
  difference 3.5e-10
5 A 1s ln(k0/Ry): splines 2.9885008, exponentials 2.9885001
5 A 2s ln(k0/Ry): splines 2.8279479, exponentials 2.8279474
5 A 1s, change with 6 knots per doubling -7.2e-11
5 A 1s: r1 (A), ln(k0/Ry), error against extrapolation
  6.250e-02  2.9734384  -1.51e-02
  1.562e-02  2.9847375  -3.76e-03
  3.906e-03  2.9875601  -9.41e-04
  9.766e-04  2.9882656  -2.35e-04
  2.441e-04  2.9884420  -5.88e-05
universal coefficient c 0.06355
slope of -error in r1 (1/A): measured, predicted
  Z=1 1s: 0.24080, 0.24080
  Z=1 2s: 0.24118, 0.24118
  Z=2 1s: 0.48071, 0.48070
no linear spline: dD/r1 -0.08023, dN/r1 -1.78807
  growth of dN/r1 for r1/4: -0.22245, expected -0.22245
5 A 1s decay constant kappa 1.69454 1/A
5 A 1s: R (A), error of ln k0, u'(R)^2/kappa^3
  2.828  -6.43e-04  9.80e-03
  4.000  -3.69e-05  2.99e-04
  5.657  -2.73e-07  1.56e-06
decay rate of u'(R)^2, 8 to 11.3 A: 3.3107 1/A, 2 kappa 3.3891 1/A
R = 2 A: last gap (A), D/(half Laplacian) forced zero, free end
  0.01989  4.4600  0.995806
  0.00994  7.8899  0.995806
  0.00497  14.7571  0.995806
growth of forced-zero excess per halved gap 1.9967
change of free-end ln k0 per halved gap 5.7e-07
Z=1, cavity 64 A, r1 = 2^-11 and 2^-12 A extrapolated
screening length (A), state, E (eV), k0 (eV), ln(k0/Ry)
   inf 1s  -13.60569   268.9746 2.984129
   inf 2s   -3.40142   226.3898 2.811770
  10.0 1s  -12.22100   269.2866 2.985288
  10.0 2s   -2.16676   227.4434 2.816413
   5.0 1s  -10.94020   270.1532 2.988501
   5.0 2s   -1.27462   230.0821 2.827948
   2.5 1s   -8.65840   273.2798 3.000008
   2.5 2s   -0.25961   238.9023 2.865567
```
